# Information depth of photoelectrons at 1.4 and 6 keV

## The problem

X-rays release photoelectrons inside a solid film. An electron that loses energy on its way out no longer contributes to the sharp photoelectron line, so the line carries information from a limited depth. This sheet asks how that depth changes when the electrons are made faster.

Let $E$ be the kinetic energy of the photoelectron, not the photon energy. The attenuation length $L(E)$ is the path over which the number of electrons still in the line falls by a factor $e$. Assume that

$$L(E)=C\,E^{p},\qquad p=0.75,$$

with $C$ a constant of the material. The information depth $d_P$ is the depth, measured from the surface, above which a fraction $P$ of the line signal originates.

The film is uniform and much thicker than $d_P$. The electrons travel in straight lines and leave at an angle $\theta$ from the surface normal. The X-ray intensity is taken as constant over the depth sampled. $P$, $\theta$ and the material are held fixed when $E$ is changed.

**(a)** Find the probability that an electron starting at depth $z$ towards the analyser escapes without leaving the line.

**(b)** Find $d_P$ in terms of $L$, $\theta$ and $P$.

**(c)** The energy is raised from 1.4 to 6 keV. By what factor does $d_P$ grow? Decide without a calculator whether the factor reaches 3.

**(d)** How sensitive is the factor to the exponent $p$?

**(e)** For an amorphous silicon film take $L=3$ nm at 1.4 keV, a rough value. Find the 95% information depth at both energies for emission along the normal. Then compare the escape probabilities from an interface buried 20 nm below the surface.

**(f)** Judge how far the assumed power law can be trusted for silicon.

## Hints

**For (a).** Over a short path $ds$, a fraction $ds/L$ of the electrons is lost from the line. How is the path related to the depth when the electron leaves at an angle?

**For (b).** Each thin layer contributes in proportion to its thickness and its escape probability. Divide the signal from the layers above $d$ by the signal from all layers.

**For (c).** Form the ratio before inserting any numbers. A power of $3/4$ becomes a whole power if you raise the ratio to the fourth.

**For (d).** Take the logarithm of the ratio, then differentiate with respect to $p$.

**For (e).** Compare the buried depth with the attenuation length, not just with the information depth. The escape probability is exponential in their quotient.

**For (f).** Two questions are separate: how the distance between energy losses depends on energy, and what happens when electrons are deflected without losing energy.

## Full solution

### (a) Escape probability

Let $S(s)$ be the fraction of electrons still in the line after a path $s$. The loss in the next short piece of path is proportional to the number still present:

$$dS=-S\,\frac{ds}{L}.$$

The minus sign expresses a loss. Dividing by $S$ and integrating from $S(0)=1$ gives

$$\ln S=-\frac{s}{L},\qquad S=e^{-s/L}.$$

An electron that starts at depth $z$ and travels at angle $\theta$ from the normal covers the path $s=z/\cos\theta$. Its escape probability is therefore

$$S(z)=\exp\!\left(-\frac{z}{L\cos\theta}\right).$$

At normal emission $\cos\theta=1$, and the path equals the depth. Towards grazing emission $\cos\theta$ becomes small, the path grows, and the signal comes from closer to the surface. The straight-line model becomes poor in that limit, because a deflected electron can then find a much shorter way out.

### (b) Information depth

Write $\ell=L\cos\theta$ for the attenuation length measured along the depth. A layer between $z$ and $z+dz$ contributes

$$dI=K\,e^{-z/\ell}\,dz.$$

The factor $K$ contains the density of emitting atoms, the X-ray intensity, the photoemission cross section and the analyser efficiency. It may change with energy, but under our assumptions it does not depend on $z$.

The signal from depths between 0 and $d$ is

$$I(d)=K\int_0^d e^{-z/\ell}\,dz
=K\Big[-\ell e^{-z/\ell}\Big]_0^d
=K\ell\left(1-e^{-d/\ell}\right).$$

For a very thick film the total is the limit $d\to\infty$, which is $K\ell$. The fraction from above $d$ is

$$P=\frac{I(d)}{I(\infty)}=1-e^{-d/\ell}.$$

Both $K$ and the prefactor $\ell$ have cancelled. Rearranging gives $e^{-d/\ell}=1-P$. Taking the logarithm and changing the sign of both sides,

$$\boxed{d_P=L\cos\theta\,\ln\frac{1}{1-P}}.$$

The choice of $P$ is a convention. If $P=1-1/e$, the logarithm is 1 and the information depth equals $\ell$. For $P=0.95$ the logarithm is $\ln 20=2.996$, so the depth is about three attenuation lengths. As $P\to1$ the depth grows without limit: in this model there is no sharp boundary below which the film is invisible.

### (c) The effect of energy

Let $E_1=1.4$ keV and $E_2=6$ keV. With the same angle and the same $P$,

$$R=\frac{d_P(E_2)}{d_P(E_1)}
=\frac{L(E_2)\cos\theta\,\ln[1/(1-P)]}{L(E_1)\cos\theta\,\ln[1/(1-P)]}
=\frac{L(E_2)}{L(E_1)}.$$

Inserting the power law cancels the material constant $C$:

$$R=\frac{C E_2^{p}}{C E_1^{p}}=\left(\frac{E_2}{E_1}\right)^{p}
=\left(\frac{6}{1.4}\right)^{3/4}=\left(\frac{30}{7}\right)^{3/4}.$$

To compare $R$ with 3, raise both to the fourth power. This preserves their order because both are positive:

$$R^4=\left(\frac{30}{7}\right)^3=\frac{27000}{343}=78.72,
\qquad 3^4=81.$$

Since $78.72<81$, the factor is below 3. The two fourth powers differ by less than 3%, so $R$ itself lies within 1% of 3. Its value follows from two square roots, since $3/4=1/2+1/4$:

$$R=\left(\frac{30}{7}\right)^{1/2}\left(\frac{30}{7}\right)^{1/4}
=2.0702\times1.4388=2.979.$$

The information depth nearly triples, although the energy rises by a factor of 4.29. The growth is slower than proportional because $p<1$.

The result can be tested without the integral in (b). Divide the film into slabs 0.001 nm thick, remove the appropriate small fraction of electrons in each slab, and add the surviving signals. For $P=0.90$, 0.95 and 0.99, at emission angles of 0 and 45 degrees, the ratio of depths found from these sums agrees with $(30/7)^{3/4}$ to within one part in a thousand.

The fixed angle matters. If the sample were tilted between the two measurements, the ratio would acquire an extra factor $\cos\theta_2/\cos\theta_1$. A change in the chosen $P$ would likewise leave a quotient of two logarithms.

### (d) Sensitivity to the exponent

Taking the logarithm of $R=(E_2/E_1)^p$ gives

$$\ln R=p\,\ln\frac{E_2}{E_1}.$$

At fixed energies, differentiation gives

$$\frac{d\ln R}{dp}=\ln\frac{E_2}{E_1}=\ln\frac{30}{7}=1.455.$$

Since $d\ln R=dR/R$, an increase of 0.01 in $p$ raises $R$ by about 1.5% of its value. The exponent that would give a factor of exactly 3 is

$$p_3=\frac{\ln3}{\ln(30/7)}=0.7549.$$

This is so close to 0.75 that the difference between "nearly triples" and "triples" has no experimental meaning unless the exponent is known to better than 0.005. The limiting cases are also clear: $p=0$ would leave the depth unchanged, while $p=1$ would make it grow by the full energy ratio.

### (e) Numbers for a silicon film

The attenuation length at 6 keV is

$$L(E_2)=2.979\times3.00\ \text{nm}=8.94\ \text{nm}.$$

For normal emission and $P=0.95$,

$$d_{0.95}(E_1)=2.996\times3.00\ \text{nm}=8.99\ \text{nm},$$

$$d_{0.95}(E_2)=2.996\times8.94\ \text{nm}\approx26.8\ \text{nm}.$$

Since the input length is rough, these are best read as 9 nm and 27 nm, or 90 Å and 270 Å.

The buried interface at 20 nm lies below the first depth and above the second. Its escape probabilities are

$$S_1=e^{-20/3.00}=0.00127=0.127\%,$$

$$S_2=e^{-20/8.94}=0.107=10.7\%.$$

Their quotient is about 84. A threefold change in length has produced a much larger change in escape probability because the length stands in an exponent:

$$\frac{S_2}{S_1}=\exp\!\left[z\left(\frac1{L_1}-\frac1{L_2}\right)\right].$$

Here $L_1$ and $L_2$ are the lengths at the two energies. For $z\to0$ the quotient tends to 1, so an emitter at the surface gains nothing in escape probability. For deep emitters the gain increases exponentially with $z$.

The same exponent makes the number 84 uncertain. It equals $e^{4.43}$. If both attenuation lengths were 10% shorter, the exponent would become $4.43/0.9=4.92$ and the gain would be about 137. A common change of 20% in both lengths, up or down, would move the gain to about 40 or about 250. The number 84 is therefore only a rough guide. It also leaves out the elastic scattering discussed in (f), which can raise the gain from this depth by a factor of two or more.

This is a gain in escape probability, not in count rate. The count rate also contains $K$, and the photoemission cross section generally falls as the photon energy is raised far above the binding energy. Whether the measurement becomes faster depends on the X-ray source and the analyser as well.

### (f) How good is the power law for silicon?

An electron energy near 1.4 keV is typical of the silicon 2p line excited by a laboratory aluminium X-ray source. An energy near 6 keV requires hard X-rays. The energies in the problem therefore correspond to two real ways of measuring a film, but the exponent 0.75 is an assumption that silicon need not obey.

**Energy losses.** The inelastic mean free path is the mean path between energy-loss events. The relativistic TPP-2M formula, a semi-empirical fit, can be evaluated for amorphous silicon with a rough density of 2.3 g/cm³ and a rough gap of 1.7 eV. It gives 3.13 nm at 1.4 keV and 10.28 nm at 6 keV; the last digits depend on the rough inputs, since a density of 2.2 g/cm³, or 2.33 g/cm³ with a gap of 1.1 eV, moves both lengths by about 1% in the same direction. Their ratio is 3.29, which corresponds to an effective exponent

$$p_{\text{eff}}=\frac{\ln3.29}{\ln(30/7)}\approx0.82.$$

By the sensitivity found in (d), the seemingly small change from 0.75 to 0.82 is enough to carry the factor from just below 3 to well above it.

**Elastic scattering.** Atoms also deflect electrons without taking appreciable energy from them. A deflected electron usually travels a longer path to the surface and has more chances to lose energy. A useful single measure is the transport mean free path, which gives large deflections more weight than small ones. A screened-Coulomb estimate in the Born approximation gives 20 nm at 1.4 keV and 255 nm at 6 keV. These values are rough: partial waves for a Hartree–Fock silicon atom give about 26 nm and 280 nm, longer by about 27% and 10%. Deflection is thus much less important for the faster electrons.

Simulating isotropic scattering with these transport paths, together with the TPP-2M inelastic paths, gives 95% depths of 8.4 nm and 29.8 nm. Relative to straight-line motion with the same inelastic paths, elastic scattering in this isotropic model shortens the depth by about 11% at the lower energy and 3% at the higher. Real scattering favours small angles, and this gives a larger shortening for the same transport paths: with the angular distribution of the screened-Coulomb Born cross section it is about 16% and 5%. The unequal shortening raises the ratio further:

$$3.29\times\frac{1-0.031}{1-0.108}\approx3.57.$$

The second digit depends on the scattering model: the Born angular distribution gives about 3.7, while partial-wave cross sections of the atom, which shorten the depths by about 11% and 5%, give about 3.5. The fuller estimate for silicon is therefore a factor of 3.5 to 3.7, not 3. It remains an estimate: the Born approximation is rough for silicon at 1.4 keV, and isotropic scattering replaces the true angular distribution. The statement "nearly triples" follows from the assumed exponent; for silicon it probably understates the growth.

**Smaller and omitted effects.** Inside the solid the kinetic energy of an electron is higher than outside, by an amount called the inner potential. Adding a rough 12 eV to both energies in the power law changes the factor from 2.979 to 2.964, a decrease of 0.5%. Surface losses, roughness and anisotropic photoemission have not been sized here. In a crystal, diffraction can also concentrate electrons along particular directions, and a single exponential may then describe the depth dependence poorly.

## Variation 1: a film only 10 nm thick

**Question.** The film has thickness $T=10$ nm and lies on a substrate whose photoelectron line can be separated from that of the film. Does the 95% information depth of the film line still nearly triple?

**Solution.** The emitting layers now end at $T$, so the total signal is $K\ell(1-e^{-T/\ell})$ instead of $K\ell$. The fraction from above $d$ becomes

$$P=\frac{1-e^{-d/\ell}}{1-e^{-T/\ell}}.$$

Multiply by the denominator and isolate the exponential:

$$e^{-d/\ell}=1-P\left(1-e^{-T/\ell}\right).$$

Taking the logarithm gives

$$d=-\ell\ln\!\left[1-P\left(1-e^{-T/\ell}\right)\right].$$

At normal emission $\ell=L$. For 1.4 keV, $e^{-10/3.00}=0.0357$, and

$$d=-3.00\,\ln[1-0.95(0.9643)]\ \text{nm}=7.43\ \text{nm}.$$

For 6 keV, $e^{-10/8.94}=0.327$, and

$$d=-8.94\,\ln[1-0.95(0.673)]\ \text{nm}\approx9.12\ \text{nm}.$$

The ratio is 1.23. The attenuation length has still grown by 2.979, but the film has no deeper layers from which the additional signal could come.

Two limits confirm the formula. If $T\gg\ell$, then $e^{-T/\ell}\to0$ and the thick-film result returns. If $T\ll\ell$, then $1-e^{-T/\ell}\approx T/\ell$. Using $-\ln(1-x)\approx x$ for small $x$,

$$d\approx\ell\,\frac{PT}{\ell}=PT.$$

All layers then contribute almost equally, and 95% of the signal comes from the upper 95% of the film. The depth no longer depends on energy. The near-tripling thus requires a film about five or more attenuation lengths thick at the higher energy, not merely at the lower one: three such lengths give a ratio of 2.3, five give 2.9.

## Variation 2: an analyser that accepts a cone

**Question.** Return to the thick film. The analyser now accepts, with equal efficiency, all directions within 30 degrees of the normal. Emission is isotropic, and the cone is the same at both energies. Does the ratio change?

**Solution.** Let $\mu=\cos\theta$ and $\mu_0=\cos30^\circ=0.866$. The solid angle between $\theta$ and $\theta+d\theta$ is $2\pi\sin\theta\,d\theta$, so equal steps of $\mu$ carry equal solid angle. A layer at depth $z$ contributes in proportion to

$$dz\int_{\mu_0}^{1}e^{-z/(L\mu)}\,d\mu.$$

Integrating over depth first, as in (b), gives $L\mu(1-e^{-d/(L\mu)})$ for each direction. The common factor $L$ cancels between the partial and total signals:

$$P=\frac{\displaystyle\int_{\mu_0}^{1}\mu\left(1-e^{-d/(L\mu)}\right)d\mu}
{\displaystyle\int_{\mu_0}^{1}\mu\,d\mu}.$$

The depth and the attenuation length appear only as the quotient $u=d/L$. The right-hand side rises steadily from 0 to 1 as $u$ increases, so a given $P$ and $\mu_0$ fix one value of $u$. Hence $d=uL$ with the same $u$ at both energies, and the ratio remains $(30/7)^{3/4}$.

The depths themselves do change. Solving the equation numerically for $P=0.95$ gives 8.41 nm at 1.4 keV and 25.04 nm at 6 keV, about 6% below the values for normal emission. The inclined electrons have longer paths and favour shallower layers.

This argument reaches beyond a cone. Whenever the depth distribution depends on $z$ and energy only through $z/L$, the information depth is proportional to $L$. The film thickness in Variation 1 breaks this scaling because it introduces a second length. Elastic scattering in (f) breaks it because the transport path grows with energy at a different rate from the inelastic path.

The main numerical results of this sheet are collected in the output below.

## Table of computed values

```
kinetic energies: 1.4 and 6.0 keV
assumed exponent: 0.75
energy ratio: 4.2857
its square root: 2.0702
its fourth root: 1.4388
cube of energy ratio: 78.72 (3^4 = 81)
information depth ratio: 2.979
exponent for exact tripling: 0.7549
d ln(ratio)/d(exponent): 1.455
ln(1/(1-P)) for P = 0.95: 2.996
L at 1.4 keV (rough input): 3.00 nm
L at 6 keV: 8.94 nm
95% information depth, 1.4 keV: 8.99 nm
95% information depth, 6 keV: 26.77 nm
buried interface depth: 20 nm
escape chance from it, 1.4 keV: 0.127 %
escape chance from it, 6 keV: 10.67 %
gain in escape chance: 84 times
thin film thickness: 10 nm
thin film 95% depth, 1.4 keV: 7.43 nm
thin film 95% depth, 6 keV: 9.12 nm
thin film depth ratio: 1.23
Neglected effects, amorphous silicon:
density 2.3 g/cm3, gap 1.7 eV (rough inputs)
TPP-2M inelastic path, 1.4 keV: 3.13 nm
transport path (Born), 1.4 keV: 20 nm
elastic share of events, 1.4 keV: 0.133
95% depth with elastic, 1.4 keV: 8.4 nm
shortening by elastic, 1.4 keV: 10.8 %
TPP-2M inelastic path, 6 keV: 10.28 nm
transport path (Born), 6 keV: 255 nm
elastic share of events, 6 keV: 0.039
95% depth with elastic, 6 keV: 29.8 nm
shortening by elastic, 6 keV: 3.1 %
TPP-2M path ratio: 3.29
TPP-2M effective exponent: 0.818
depth ratio, TPP-2M and elastic: 3.57
acceptance cone half-angle: 30 degrees
95% depth with cone, 1.4 keV: 8.41 nm
95% depth with cone, 6 keV: 25.04 nm
inner potential (rough input): 12 eV
depth ratio with inner potential: 2.964
```
